# Secondary pyroelectricity: from constant-strain to constant-stress coefficients

A calculation of a pyroelectric coefficient has to decide early whether the crystal cell may change its shape as the temperature rises. With a fixed cell, only the internal motion of the ions and electrons contributes. A slow measurement on a freely mounted plate also includes the charge produced by thermal expansion. For the example below, the two answers are \(-94\) and \(-80\) µC m⁻² K⁻¹. The difference can be obtained without repeating the calculation with a relaxed cell, provided that the piezoelectric, elastic and expansion tensors are known under the right conditions.

## Quantities and conventions

Let \(T\) be temperature, \(S_J\) strain, \(\sigma_J\) stress and \(\eta\) entropy per reference volume. Capital indices run from 1 to 6 in Voigt notation, small indices from 1 to 3, and repeated indices are summed. The reference shape is that of the unstressed crystal at the working temperature.

\(D_i\) denotes electrode charge per *reference* area, and \(E_i\) voltage per *reference* thickness. With this choice, the electrical work per reference volume is \(E_i\,dD_i\) even when the plate changes shape. All derivatives are taken at \(E=0\), \(\sigma=0\), with uniform temperature and strain. Zero field means short-circuited electrodes. The coefficients are

\[
p_i^{\sigma}=\left(\frac{\partial D_i}{\partial T}\right)_{\sigma,E},\qquad
p_i^{S}=\left(\frac{\partial D_i}{\partial T}\right)_{S,E},
\]

\[
\alpha_J=\left(\frac{\partial S_J}{\partial T}\right)_{\sigma,E},\quad
d_{iJ}=\left(\frac{\partial D_i}{\partial\sigma_J}\right)_{T,E},\quad
s_{JK}=\left(\frac{\partial S_J}{\partial\sigma_K}\right)_{T,E}.
\]

The stiffness \(c\) is the inverse of the compliance \(s\). Thus \(d\) and \(c\) are isothermal, and \(c\) and \(\alpha\) are short-circuit quantities. The constant-strain coefficient \(p^S\) is called primary, and \(p^\sigma-p^S\) secondary. The result to be derived is

\[
\boxed{p_i^\sigma=p_i^S+d_{iJ}\,c_{JK}\,\alpha_K.}
\]

## First derivation: heat the crystal and follow its strain

At zero field, the charge can be regarded as a function of temperature and strain, while the strain is a function of temperature and stress:

\[
D_i(T,\sigma)=D_i\big(T,S(T,\sigma)\big).
\]

Differentiate with respect to temperature at constant stress. Temperature enters directly and through the strain, so

\[
p_i^\sigma=p_i^S+e_{iJ}\alpha_J,\qquad
e_{iJ}=\left(\frac{\partial D_i}{\partial S_J}\right)_{T,E}.
\]

To replace \(e\) by \(d\), differentiate the same function with respect to stress at constant temperature. Now stress enters only through the strain:

\[
d_{iK}=e_{iJ}s_{JK}.
\]

Multiplying on the right by \(c=s^{-1}\) gives \(e_{iJ}=d_{iK}c_{KJ}\). Substitution yields the boxed result.

There is a mechanical reading of the same algebra. Along a path of constant strain,

\[
0=dS_J=\alpha_J\,dT+s_{JK}\,d\sigma_K
\quad\Longrightarrow\quad
\left(\frac{\partial\sigma_K}{\partial T}\right)_{S,E}=-c_{KJ}\alpha_J .
\]

The clamp must supply the stress \(-c\alpha\) per kelvin. Through \(d\), this stress changes the charge by \(-dc\alpha\) per kelvin, which cancels the secondary part \(+dc\alpha\) in the clamped measurement.

## Second derivation: keep the temperature fixed and apply a field

The second route does not measure charge during heating. It asks how much entropy a field changes when the crystal is free, and how much when it is clamped.

The Helmholtz energy per reference volume obeys

\[
dF=-\eta\,dT+\sigma_J\,dS_J+E_i\,dD_i .
\]

Subtracting \(E_iD_i\) gives a potential \(H=F-E_iD_i\) for clamped conditions:

\[
dH=-\eta\,dT+\sigma_J\,dS_J-D_i\,dE_i .
\]

Its mixed second derivatives do not depend on the order of differentiation. Hence

\[
\left(\frac{\partial\eta}{\partial E_i}\right)_{T,S}=p_i^S,\qquad
\left(\frac{\partial\eta}{\partial S_J}\right)_{T,E}
=-\left(\frac{\partial\sigma_J}{\partial T}\right)_{S,E}=c_{JK}\alpha_K .
\]

The last equality uses the clamping stress found above. Subtracting also \(\sigma_JS_J\) gives the potential \(G\) for free conditions,

\[
dG=-\eta\,dT-S_J\,d\sigma_J-D_i\,dE_i,
\]

from which

\[
\left(\frac{\partial\eta}{\partial E_i}\right)_{T,\sigma}=p_i^\sigma,\qquad
\left(\frac{\partial S_J}{\partial E_i}\right)_{T,\sigma}=d_{iJ}.
\]

In a free crystal, the field changes the entropy directly and also through the strain that it produces. At fixed \(T\) and \(\sigma\), the chain rule therefore gives

\[
\left(\frac{\partial\eta}{\partial E_i}\right)_{T,\sigma}
=\left(\frac{\partial\eta}{\partial E_i}\right)_{T,S}
+\left(\frac{\partial\eta}{\partial S_J}\right)_{T,E}
\left(\frac{\partial S_J}{\partial E_i}\right)_{T,\sigma}.
\]

Inserting the four derivatives gives \(p_i^\sigma=p_i^S+c_{JK}\alpha_K d_{iJ}\), the same result. The secondary coefficient is thus also the extra entropy per unit field that a crystal gains by being free to deform.

## What each derivation assumes

The first derivation needs differentiable, single-valued functions \(D(T,S)\) and \(S(T,\sigma)\), and an invertible compliance. It does not require these functions to come from an energy. Its \(d\) is the direct piezoelectric coefficient, charge per stress.

The second derivation needs a thermodynamic potential and reversible changes. Its \(d\) is the converse coefficient, strain per field, and its pyroelectric coefficients are entropies per field. The Maxwell relations make these equal to the quantities in the first derivation.

The distinction matters if domain walls move irreversibly. The Maxwell relations then cannot be applied to the whole response, and a strain-per-field value need not be the required charge-per-stress value. The first derivation is also lost if \(D\) depends on the path by which \(T\) and \(S\) were reached.

Neither derivation assumes a linear material. Both compare first derivatives at one state. This was tested on a model in reduced units with

\[
\begin{aligned}
F={}&\tfrac12(T-2)D\!\cdot\!AD+\tfrac14(D\!\cdot\!BD)^2+\tfrac12S\!\cdot\!CS\\
&-S_J\,D\!\cdot\!Q_JD-(T-1)L_JS_J+0.2\Big(\sum_JS_J\Big)^3-5T\ln T
\end{aligned}
\]

at \(T=1\), where the coefficient arrays \(A,B,C,Q,L\) had no crystal symmetry. Solving for the free and clamped states at neighbouring temperatures gave \(p^\sigma-p^S=(0.015766,\,0.108451,\,-0.047071)\). The expansion from the free run, combined with separately simulated stress measurements, gave the same three values for \(dc\alpha\), with a largest difference of \(8.7\times10^{-11}\).

Both derivations exclude non-uniform heating. A temperature gradient can produce stresses and shear strains that vary through the crystal, and their piezoelectric charge is a further contribution, often called tertiary.

## Tensor factors and a trigonal crystal

In full indices, the secondary coefficient is \(d_{ijk}c_{jklm}\alpha_{lm}\). The Voigt form has the same value if the factors are placed consistently. Engineering shear strain is \(S_4=2S_{23}\), so \(\alpha_4=2\alpha_{23}\). Stress is not doubled, \(\sigma_4=\sigma_{23}\), but the full sum contains both \(\sigma_{23}\) and \(\sigma_{32}\), so \(d_{i4}=2d_{i23}\). The other shears follow the same rule, and \(c\) has no extra factors.

Take a crystal of class 3m with its polar axis along 3. Its expansion is \((\alpha_1,\alpha_1,\alpha_3,0,0,0)\). Write \(\lambda=c\alpha\). Then

\[
\lambda_1=\lambda_2=(c_{11}+c_{12})\alpha_1+c_{13}\alpha_3,\qquad
\lambda_3=2c_{13}\alpha_1+c_{33}\alpha_3 .
\]

The constant \(c_{14}\) enters \(\lambda_4=c_{14}(\alpha_1-\alpha_1)=0\), and \(\lambda_5=\lambda_6=0\). Hence \(d_{15}\) does not contribute, while the two \(d_{22}\) terms cancel because \(\lambda_1=\lambda_2\). Along the polar axis,

\[
\begin{aligned}
p_2&\equiv p_3^\sigma-p_3^S=2d_{31}\lambda_1+d_{33}\lambda_3\\
&=2e_{31}\alpha_1+e_{33}\alpha_3,
\end{aligned}
\]

\[
e_{31}=d_{31}(c_{11}+c_{12})+d_{33}c_{13},\qquad
e_{33}=2d_{31}c_{13}+d_{33}c_{33}.
\]

The subscript in \(p_2\) means secondary, not a direction. From here on, \(p^\sigma\) and \(p^S\) denote components along the polar axis.

## A plate in the lithium niobate regime

The inputs are rough typical values near 300 K, rounded for the example: \(d_{31}=-1\) and \(d_{33}=6\) pC/N; \(c_{11},c_{12},c_{13},c_{33}=200,55,70,240\) GPa; \(\alpha_1=15\) and \(\alpha_3=7\), both in \(10^{-6}\) K⁻¹. The free coefficient is an input, \(p^\sigma=-80\) µC m⁻² K⁻¹. The positive 3 direction is along the spontaneous polarization, so the negative sign means that its electrode charge falls on heating.

The piezoelectric stress coefficients are

\[
e_{31}=-0.255+0.420=0.165\ \text{C/m}^2,
\]

\[
e_{33}=-0.140+1.440=1.300\ \text{C/m}^2 .
\]

Therefore, in µC m⁻² K⁻¹,

\[
p_2=2(0.165)(15)+(1.300)(7)=4.95+9.10=14.05,
\]

\[
p^S=-80-14.05=-94.05 .
\]

In units based on the square centimetre, the secondary part is 1.405 nC cm⁻² K⁻¹. It is 17.6 % of the magnitude of the free coefficient and opposes the primary part. Expansion along the polar axis supplies about two thirds of it, so the transverse expansion cannot be dropped.

The stress form shows the sensitivity to the inputs. Here \(\lambda_1=4.315\) and \(\lambda_3=3.780\) MPa/K, giving \(p_2=-8.63+22.68=14.05\). With the other inputs fixed, an error of 1 pC/N in \(d_{33}\) moves \(p_2\) by 3.78 µC m⁻² K⁻¹. The same error in \(d_{31}\) moves it by 8.63, because two transverse directions contribute.

## Partial clamping is a separate case

A plate bonded to a thick, stiff substrate has neither constant strain nor zero stress. Suppose that the polar axis is normal to the plate, that plate and substrate warm equally, and that the substrate imposes an in-plane expansion \(\alpha_s\) while the upper face is free. Then \(dS_1=dS_2=\alpha_s\,dT\), \(S_6=0\), and \(\sigma_3=\sigma_4=\sigma_5=0\). The shear conditions give \(S_4=S_5=0\). The normal condition is

\[
0=2c_{13}(\alpha_s-\alpha_1)+c_{33}\left(\frac{dS_3}{dT}-\alpha_3\right),
\]

so that

\[
\frac{dS_3}{dT}=\alpha_3+\frac{2c_{13}}{c_{33}}(\alpha_1-\alpha_s).
\]

Put these strains into \(p=p^S+e_{3J}\,dS_J/dT\), and use \(p^S=p^\sigma-2e_{31}\alpha_1-e_{33}\alpha_3\). The terms in \(\alpha_3\) cancel:

\[
p_{\rm bonded}=p^\sigma+2\left(e_{31}-e_{33}\frac{c_{13}}{c_{33}}\right)(\alpha_s-\alpha_1).
\]

The bracket is \(0.165-0.379=-0.214\) C/m². The second term comes from the extra swelling along the normal when sideways expansion is prevented, and here it outweighs \(e_{31}\). Inserting the expressions for \(e_{31}\) and \(e_{33}\) cancels \(d_{33}\) and leaves \(d_{31}(c_{11}+c_{12}-2c_{13}^2/c_{33})\), so the sign of the bracket is that of \(d_{31}\). For \(\alpha_s=3\times10^{-6}\) K⁻¹, the normal expansion rises from 7.00 to \(14.00\times10^{-6}\) K⁻¹, and \(p_{\rm bonded}=-74.86\) µC m⁻² K⁻¹. For a substrate that does not expand, it is \(-73.58\). Both values lie outside the interval between the clamped \(-94.05\) and the free \(-80\), so those two coefficients do not bound a bonded device in general. The bonded value exceeds \(p^\sigma\) when \(d_{31}(\alpha_s-\alpha_1)>0\). A substrate with \(\alpha_s=23\times10^{-6}\) K⁻¹ gives about \(-83.4\), inside the interval.

The same cases give estimates for a plate heated uniformly by a short pulse. Take a thickness of 0.5 mm, a width of 10 mm and a density of 4600 kg/m³. Sound crosses the thickness in about \(0.5\,\text{mm}/\sqrt{c_{33}/\rho}=69\) ns, and the width in about \(10\,\text{mm}/\sqrt{c_{11}/\rho}\approx1.5\) µs. These speeds omit piezoelectric stiffening and, for the lateral motion, the softening caused by the free thickness. The free faces begin to move at once, so the electrode charge, which averages over the thickness, starts at \(-94\) and leaves that value well before 69 ns. Without damping, the mean thickness strain overshoots to about twice its equilibrium value at 69 ns and falls back to nearly zero at about 0.14 µs, so the instantaneous response swings between about \(-94\) and \(-55\). Lateral relaxation spreads inward from the edges and reaches the centre after about half the lateral transit time, 0.76 µs. During the first period of thickness ringing, about 0.14 µs, most of the width is still held, and the response averaged over that period is near \(-74\). This is not a plateau, because the edge waves shift the response from the start. After the lateral motion has also settled, the response is \(-80\) per kelvin of the remaining temperature rise. That rise is about 1.6 % smaller than the initial one, because the crystal cools slightly as it expands. The response per kelvin is therefore not monotonic in time in this model. Weakly damped ringing can last much longer than these transit times and hide the intermediate value.

## The electrocaloric counterpart

Since \(p\) is also the entropy change per field, the boundary condition affects electrocaloric cooling and heating. At constant entropy,

\[
0=\frac{C}{T}\,dT+p\,dE
\quad\Longrightarrow\quad
dT=-\frac{Tp}{C}\,dE,
\]

where \(C\) is heat capacity per volume and both \(C\) and \(p\) belong to the same mechanical condition. The two heat capacities differ because a free crystal changes strain as it warms:

\[
\frac{C_\sigma}{T}=\frac{C_S}{T}+\left(\frac{\partial\eta}{\partial S_J}\right)_{T,E}\alpha_J
\quad\Longrightarrow\quad
C_S=C_\sigma-T\alpha_Jc_{JK}\alpha_K .
\]

With \(C_\sigma=2.90\) MJ m⁻³ K⁻¹, the fraction \(g=T\alpha c\alpha/C_\sigma\) is 1.61 %. A field of 50 kV/cm along the polarization then gives, to first order in the field, a rise of 41.4 mK in the free plate and 49.4 mK in the clamped one. Most of the difference comes from \(p\), and little from the heat capacity. The field is above the breakdown strength of air over centimetre gaps, about 30 kV/cm, and close to that over 0.5 mm, about 55 kV/cm, so the electrode edges may need an insulating liquid or coating.

The first-order estimate neglects the change of \(p\) with field. At fixed stress, this change is \((\partial\varepsilon_{33}/\partial T)E\), with half of it as the average over the field ramp. For a relative permittivity of 30 and a rough relative slope of \(10^{-3}\) K⁻¹, the average correction is about 0.8 % of \(|p^\sigma|\).

## Tensors measured under other conditions

**Adiabatic tensors.** Elastic resonances are normally too fast for heat exchange, so they yield adiabatic constants. At zero field, constant entropy requires \(dT=-(T/C_\sigma)\alpha_J\,d\sigma_J\). This temperature change adds to the isothermal responses:

\[
d^{\rm ad}_{iJ}=d_{iJ}-\frac{T}{C_\sigma}p_i^\sigma\alpha_J,\qquad
s^{\rm ad}_{JK}=s_{JK}-\frac{T}{C_\sigma}\alpha_J\alpha_K .
\]

Acting with \(s^{\rm ad}\) on \(c\alpha\) gives \((1-g)\alpha\), so \(c^{\rm ad}\alpha=c\alpha/(1-g)\). Consequently,

\[
d^{\rm ad}c^{\rm ad}\alpha=\frac{p_2-g\,p^\sigma}{1-g}.
\]

The value is 15.59 instead of 14.05 µC m⁻² K⁻¹, an error of 11 % relative to the correct secondary part. It is much larger than \(g\) because the error equals \(-g\,p^S/(1-g)\), so \(g\) multiplies the large primary coefficient. Tabulated \(d\) and \(c\) usually come from resonances. If the inputs of the example were read as adiabatic, the isothermal secondary part would be about 12.6 rather than 14.05.

**Open-circuit expansion.** If the electrodes are isolated, \(0=p^\sigma dT+\varepsilon_{33}dE_3\), with \(\varepsilon_{33}\) the permittivity at constant stress, taken as \(30\varepsilon_0\). The resulting field strains the crystal, and

\[
\alpha_J^{\rm open}=\alpha_J-\frac{d_{3J}p^\sigma}{\varepsilon_{33}} .
\]

This changes \(\alpha_3\) from 7.00 to \(8.81\times10^{-6}\) K⁻¹ and \(\alpha_1\) from 15.00 to \(14.70\times10^{-6}\) K⁻¹. Using these values in the contraction gives 16.30, which is 16 % too large. The field itself grows by 3.01 kV/cm per kelvin if no charge leaks away. With constant coefficients, it reaches 30 kV/cm, the breakdown strength of air over centimetre gaps, after 10 K. Over a 0.5 mm gap air holds about 55 kV/cm, reached after about 18 K. On cooling, it opposes the polarization and would reach 200 kV/cm, a rough coercive field for a congruent crystal, after 66 K. Near-stoichiometric crystals switch at much lower fields.

**True polarization.** A periodic-cell calculation may report the dipole moment per *current* volume, \(P_3\). At zero field, the electrode charge per reference area is \(D_3=P_3A/A_0\). Since the area grows at the rate \(2\alpha_1\),

\[
\frac{dP_3}{dT}=p^\sigma-2\alpha_1P_s .
\]

For \(P_s=0.70\) C/m², the extra term is 21.00 µC m⁻² K⁻¹, larger than the secondary coefficient. The slope of \(P_3\) is \(-101.00\), while the clamped value remains \(-94.05\) because the area is fixed. The secondary part of \(P_3\) is thus \(-6.95\), opposite in sign to that of the electrode charge. Adding the electrode-charge value \(+14.05\) to a fixed-cell result predicts the measured charge. Comparing it with the slope of \(P_3\) mixes two definitions. In a periodic cell, \(P_3\) is also defined only up to a polarization quantum, and \(P_s\) in the area term must be replaced by the value on the branch that the calculation reports. For the hexagonal cell of lithium niobate the quantum \(e/A_0\) is about 0.70 C/m², so neighbouring branches give slopes near \(-80\) and \(-122\). The values \(-101.00\) and \(-6.95\) belong to the branch with \(P_3=0.70\) C/m², while the electrode-charge coefficients do not depend on the branch.

## Reading the result for a real crystal

The parameters are meant for a single-domain lithium niobate crystal near room temperature and are not a fitted data set. Composition and the choice of measured constants shift them, so the digits of 14.05 µC m⁻² K⁻¹ should not be taken literally. Independent errors of up to 10 % in the inputs would typically leave the secondary part between about 11 and 18, with extremes near 7 and 22 if all errors act in the same direction. Published values of \(e_{33}\) and \(\alpha_3\) can differ by more than 10 %. Free mounting is the assumption that a bonded device breaks most directly. For the low-expansion substrate above, this changes the predicted coefficient from \(-80\) to about \(-75\), or 6 % in magnitude. A compliant adhesive, a thin substrate or unequal heating requires a new mechanical solution. The values used here are collected in the numerical output.

## Table of computed values

```
MODEL TEST (reduced units)
free minus clamped p: [ 0.015766  0.108451 -0.047071]
d c alpha           : [ 0.015766  0.108451 -0.047071]
largest difference: 8.7e-11
INPUTS (rough, lithium-niobate-like)
T = 300 K, heat capacity = 2.90 MJ/(m3 K)
density = 4600 kg/m3, P_s = 0.70 C/m2
free p = -80.0 uC/(m2 K), eps33/eps0 = 30
alpha1, alpha3, substrate = 15.0, 7.0, 3.0 1e-6/K
c11 c12 c13 c33 c14 c44 = 200 55 70 240 8 60 GPa
d31 d33 d22 d15 = -1 6 20 70 pC/N
SECONDARY COEFFICIENT
e31 = 0.165 C/m2, e33 = 1.300 C/m2
clamping stress 1, 3 = -4.315, -3.780 MPa/K
2 e31 alpha1 = 4.95 uC/(m2 K)
e33 alpha3 = 9.10 uC/(m2 K)
secondary p = 14.05 uC/(m2 K) = 1.405 nC/(cm2 K)
primary p = -94.05 uC/(m2 K) = -9.405 nC/(cm2 K)
secondary/|free p| = 17.6 %
PARTIAL CLAMPING
effective e31 = -0.214 C/m2
sideways clamped p = -73.58 uC/(m2 K)
its normal expansion = 15.75 1e-6/K
bonded to substrate p = -74.86 uC/(m2 K)
its normal expansion = 14.00 1e-6/K
plate thickness, width = 0.5, 10 mm
sound transit, thickness = 69 ns
sound transit, width = 1.52 us
ELECTROCALORIC CHANGE
field = 50 kV/cm along P_s
free dT = 41.4 mK, clamped dT = 49.4 mK
T alpha c alpha / C = 1.61 %
field-dependent part of p (slope 1e-03 /K) = 0.83 %
WRONG OR CHANGED CONDITIONS
secondary with adiabatic d, c = 15.59 uC/(m2 K)
open-circuit alpha1, alpha3 = 14.70, 8.81 1e-6/K
secondary with open-circuit alpha = 16.30 uC/(m2 K)
2 alpha1 P_s = 21.00 uC/(m2 K)
slope of true polarization = -101.00 uC/(m2 K)
its secondary part = -6.95 uC/(m2 K)
open-circuit field = 3.01 kV/cm per K
air breakdown 30 kV/cm reached after 10.0 K
coercive 200 kV/cm reached after 66 K
```
